# Concentration-independent diffusion in an interstitial lattice gas with site exclusion

## Definitions and conventions

Interstitial particles occupy the sites of a rigid Bravais lattice in $d$ dimensions, at a uniform temperature $T$. All sites are equivalent and hold at most one particle. The occupation of site $i$ is $n_i=0$ or $1$, its mean is $\theta_i=\langle n_i\rangle$, and $\theta$ denotes a slowly varying or uniform mean occupancy. With $c_s$ sites per unit volume, the concentration is $c=c_s\theta$.

A particle attempts a jump through each neighbour vector $\boldsymbol\delta$ at rate $\Gamma$. The attempt succeeds if the target site is empty. The rate $\Gamma$ refers to one given neighbour, and it does not depend on the other particles. The set of jump vectors contains $-\boldsymbol\delta$ with every $\boldsymbol\delta$, and cubic symmetry is assumed:

$$\sum_{\boldsymbol\delta}\delta_\alpha\delta_\beta=\frac{\delta_{\alpha\beta}}{d}\sum_{\boldsymbol\delta}|\boldsymbol\delta|^2 .$$

Two transport coefficients are compared. The chemical diffusivity $D$ is defined by $\mathbf J=-D\nabla c$, with no external force. The mobility per particle $M$ is defined by $\mathbf v=M\mathbf F$, where $\mathbf v$ is the mean drift velocity produced by a weak uniform force at uniform occupancy. Thus $M$ is a collective mobility. The tracer diffusivity, which describes the wandering of one labelled particle, is a third quantity.

## Theorem

Under these assumptions, for slowly varying occupancy and a large lattice,

$$D=\frac{\Gamma}{2d}\sum_{\boldsymbol\delta}|\boldsymbol\delta|^2,\qquad M=(1-\theta)\frac{D}{kT}.$$

The diffusivity is independent of $\theta$, whereas the mobility per particle falls as $1-\theta$. The two are reconciled by the chemical potential $\mu$, for which

$$\frac{\theta}{kT}\frac{d\mu}{d\theta}=\frac1{1-\theta}.$$

## Lemma 1: the mean occupancies obey a closed linear equation

**Proof.** Site $i$ gains a particle from neighbour $j$ when $j$ is full and $i$ is empty. It loses one to $j$ when $i$ is full and $j$ is empty. Therefore

$$\frac{d\theta_i}{dt}=\Gamma\sum_j\left[\langle n_j(1-n_i)\rangle-\langle n_i(1-n_j)\rangle\right].$$

Expanding the bracket gives

$$\langle n_j\rangle-\langle n_jn_i\rangle-\langle n_i\rangle+\langle n_in_j\rangle=\theta_j-\theta_i,$$

and hence

$$\frac{d\theta_i}{dt}=\Gamma\sum_j(\theta_j-\theta_i).$$

The pair averages cancel whatever their value, so no factorization of $\langle n_in_j\rangle$ has been assumed. $\square$

Physically, a doubly occupied pair blocks the jump from $i$ to $j$ and the reverse jump equally. Exclusion reduces the traffic in both directions but leaves the mean net traffic unchanged.

The equality of the two rates is essential. If the rates were $\Gamma_{ij}$ from $i$ to $j$ and $\Gamma_{ji}$ back, the bond would contribute

$$\Gamma_{ji}\theta_j-\Gamma_{ij}\theta_i+(\Gamma_{ij}-\Gamma_{ji})\langle n_in_j\rangle .$$

The last term survives when neighbouring sites have different energies, or when a force acts. This is how blocking can enter the drift while being absent from free diffusion.

## Lemma 2: the value of the diffusivity

**Proof.** Insert $\theta_i=\bar\theta+A(t)e^{i\mathbf k\cdot\mathbf r_i}$ in the linear equation, taking the real part at the end. Since $\boldsymbol\delta$ and $-\boldsymbol\delta$ occur together, the sine terms cancel:

$$\frac{dA}{dt}=\Gamma\sum_{\boldsymbol\delta}(e^{i\mathbf k\cdot\boldsymbol\delta}-1)A=-\Gamma\sum_{\boldsymbol\delta}[1-\cos(\mathbf k\cdot\boldsymbol\delta)]A.$$

For wavelengths much longer than a jump, $1-\cos y\simeq y^2/2$. Cubic symmetry then gives

$$\frac{dA}{dt}\simeq-\frac\Gamma2\sum_{\boldsymbol\delta}(\mathbf k\cdot\boldsymbol\delta)^2A=-\frac{\Gamma k^2}{2d}\sum_{\boldsymbol\delta}|\boldsymbol\delta|^2A.$$

Comparison with $dA/dt=-Dk^2A$ gives the stated $D$.

The flux gives the same coefficient. The mean current along a bond is $\Gamma(\theta_i-\theta_j)\simeq-\Gamma\boldsymbol\delta\cdot\nabla\theta$. Summing displacement times current over the bonds, with a factor $1/2$ because $\pm\boldsymbol\delta$ count each bond twice, yields

$$\mathbf J=-\frac{c_s\Gamma}{2}\sum_{\boldsymbol\delta}\boldsymbol\delta(\boldsymbol\delta\cdot\nabla\theta)=-c_sD\nabla\theta.\qquad\square$$

On a chain of spacing $a$, two jumps of length $a$ give $D=\Gamma(2a^2)/2=\Gamma a^2$. The octahedral sites of an fcc metal with cubic edge $a$ form another fcc lattice. Its 12 jumps have $|\boldsymbol\delta|^2=a^2/2$, so $D=\Gamma(12a^2/2)/6=\Gamma a^2$ again.

## Lemma 3: blocking reduces the drift mobility

**Proof.** Apply a uniform force $\mathbf F$ on a periodic lattice of $S$ sites and $N$ particles. Detailed balance for one jump requires the forward and backward rates to have the ratio $e^{\mathbf F\cdot\boldsymbol\delta/kT}$. Choose

$$p_{\boldsymbol\delta}=\Gamma e^{\mathbf F\cdot\boldsymbol\delta/2kT}.$$

Another smooth choice $p_{\boldsymbol\delta}=\Gamma g(y)$, with $y=\mathbf F\cdot\boldsymbol\delta/kT$ and $g(0)=1$, must obey $g(y)/g(-y)=e^y$. Differentiation at $y=0$ gives $2g'(0)=1$, so the linear response is the same.

Suppose that all configurations are equally likely. The total rate out of a configuration, minus the total rate into it, is proportional to

$$\sum_{\boldsymbol\delta}p_{\boldsymbol\delta}\sum_i\left[n_i(1-n_{i+\boldsymbol\delta})-n_{i+\boldsymbol\delta}(1-n_i)\right]
=\sum_{\boldsymbol\delta}p_{\boldsymbol\delta}\sum_i(n_i-n_{i+\boldsymbol\delta})=0.$$

The first term counts jumps that can leave the configuration. The second counts jumps that could have just produced it. The last sum vanishes because a translation merely relabels the periodic sites. The equal-probability distribution is therefore stationary under the force.

In this distribution the probability that a given site is full is $N/S$. The conditional probability that its neighbour is empty is $(S-N)/(S-1)$, which tends to $1-\theta$ for a large lattice. The drift velocity per particle is then

$$\mathbf v=(1-\theta)\sum_{\boldsymbol\delta}\boldsymbol\delta\,p_{\boldsymbol\delta}.$$

The zero-order term vanishes because $\sum\boldsymbol\delta=0$. To first order in the force,

$$\mathbf v=(1-\theta)\frac{\Gamma}{2kT}\sum_{\boldsymbol\delta}\boldsymbol\delta(\boldsymbol\delta\cdot\mathbf F)=(1-\theta)\frac{D}{kT}\mathbf F.\qquad\square$$

## Lemma 4: crowding steepens the chemical potential

**Proof.** All $W=S!/[N!(S-N)!]$ arrangements have the same energy $N\varepsilon_0$. The free energy is $N\varepsilon_0-kT\ln W$, and adding one particle changes it by

$$\mu=\varepsilon_0-kT\ln\frac{S-N}{N+1}\longrightarrow\varepsilon_0+kT\ln\frac{\theta}{1-\theta}.$$

Differentiation gives

$$\frac{d\mu}{d\theta}=kT\left(\frac1\theta+\frac1{1-\theta}\right)=\frac{kT}{\theta(1-\theta)}.$$

Multiplication by $\theta/kT$ gives the thermodynamic factor $1/(1-\theta)$. $\square$

## Completion of the proof

Lemmas 1 and 2 establish $D$, and Lemma 3 establishes $M$. It remains to show that they agree thermodynamically. In a weak, slowly varying potential $U$, the linear flux is

$$\mathbf J=cM\mathbf F-c_sD\nabla\theta,\qquad \mathbf F=-\nabla U.$$

At equilibrium $\mathbf J=0$ and $\mu(\theta)+U$ is uniform, so $\mathbf F=\nabla\mu$. Hence $c_sD\nabla\theta=cM\nabla\mu$, and without an external force $\mathbf J=-cM\nabla\mu$. Substitution gives

$$\mathbf J=-c_s\theta\,\frac{(1-\theta)D}{kT}\,\frac{kT}{\theta(1-\theta)}\nabla\theta=-c_sD\nabla\theta.\qquad\blacksquare$$

At $\theta=0.9$, for example, the mobility is one tenth of its dilute value, but the thermodynamic factor is 10. Omitting that factor would make the diffusivity ten times too small.

As $\theta\to0$, blocking disappears and $M\to D/kT$. As $\theta\to1$, a particle seldom has an empty neighbour and $M\to0$. The vacancy occupancy $1-\theta$ nevertheless obeys the same linear diffusion equation as $\theta$, so a small deficit of particles spreads with the full diffusivity $D$.

## Remark 1: collective mobility and tracer motion

A labelled particle that has just jumped leaves an empty site behind it, which favours a return. These correlations lower its long-time diffusivity. In a periodic $4\times4$ square cell with six particles, Lemma 3 gives $kTM/\Gamma a^2=(16-6)/(16-1)=0.667$. Solving the linear equations for the environment of the labelled particle gives a tracer diffusivity of $0.563\,\Gamma a^2$, which is 0.844 of $kTM$. This ratio belongs to the small cell and is not an infinite-lattice value.

The summed displacement of all particles has no such memory. Without a force its mean rate of change in any configuration is

$$\Gamma\sum_{i,\boldsymbol\delta}\boldsymbol\delta\,n_i(1-n_{i+\boldsymbol\delta})=0.$$

The term linear in $n_i$ vanishes because $\sum\boldsymbol\delta=0$. In the pair term, the contributions of a bond counted from its two ends cancel.

## Remark 2: exclusion without constant jump rates

On a chain, multiply the rate across bond $(i,i+1)$ by $1+n_{i-1}+n_{i+2}$. The forward and reverse jumps are assisted equally, so the equilibrium distribution and $\mu(\theta)$ are unchanged. The bond current, divided by $\Gamma$, is now

$$(n_i-n_{i+1})(1+n_{i-1}+n_{i+2}).$$

Its extra part can be arranged as

$$(n_{i-1}n_i-n_{i+1}n_{i+2})-(n_{i-1}n_{i+1}-n_in_{i+2}).$$

The first bracket is the difference of a nearest-neighbour product over two lattice steps. The second is the difference of a second-neighbour product over one step. In local equilibrium both products average to $\theta^2$, so the current is minus the gradient of $\theta+2\theta^2-\theta^2=\theta+\theta^2$. Thus

$$D=\Gamma a^2(1+2\theta).$$

Site exclusion and ideal mixing entropy are therefore insufficient by themselves. The theorem also uses the assumption that the jump rate is independent of its surroundings; without it, a constant diffusivity is not guaranteed.

## Corollary: diffusion from a fixed surface

Let a half-space have initial occupancy $\theta_0$ and surface occupancy $\theta_s$. With $s=x/(2\sqrt{Dt})$, the solution is

$$\theta(x,t)=\theta_0+(\theta_s-\theta_0)\,\mathrm{erfc}(s).$$

To verify it, put $u=\mathrm{erfc}(s)$ and let primes denote derivatives in $s$. Then $u'=-2e^{-s^2}/\sqrt\pi$ and $u''=-2su'$. Consequently

$$\partial_tu=-\frac{s}{2t}u',\qquad D\,\partial_x^2u=\frac{u''}{4t}=-\frac{s}{2t}u'.$$

The two sides agree, and the initial and surface values follow from $\mathrm{erfc}(\infty)=0$ and $\mathrm{erfc}(0)=1$. A high surface occupancy does not distort this profile within the model.

## Worked example: carburizing austenite

Consider iron in its fcc form at 1200 K, carburized for 8 h from 0.2 wt% carbon to a surface value of 1.0 wt%. The diffusion prefactor 0.20 cm²/s, barrier 1.45 eV and cubic edge 0.365 nm are rough typical values. Since $kT=0.1034$ eV,

$$D=0.20\,e^{-1.45/0.1034}=1.63\times10^{-7}\ \mathrm{cm^2/s}.$$

The jump rate to one empty neighbour is $\Gamma=D/a^2=1.22\times10^8$ s⁻¹.

There is one octahedral site per iron atom. For carbon mass fraction $w$,

$$\theta=\frac{w/12.011}{(1-w)/55.845}.$$

This gives $\theta_0=0.00932$ and $\theta_s=0.04696$. At 0.4 wt%, $\theta=0.01867$. The blocking loss of mobility at the surface is thus 4.7% relative to the dilute value.

The diffusion length is $\sqrt{Dt}=0.684$ mm. The depth at 0.4 wt% follows from

$$\mathrm{erfc}(s)=\frac{0.01867-0.00932}{0.04696-0.00932}=0.248,$$

which gives $x=1.12$ mm. There the mobility is $1.544\times10^{-6}$ cm²/(eV s) and the chemical force $-d\mu/dx$ is 0.900 eV/cm. Their product is a drift velocity of 13.9 nm/s. With $c_s=4/a^3=8.23\times10^{22}$ cm⁻³, the flux is

$$J=c_s\theta v=2.13\times10^{15}\ \mathrm{cm^{-2}s^{-1}}.$$

Fick's law, $-c_sD\,d\theta/dx$, gives the same value.

### Effects outside the ideal model

Each estimate below changes one assumption and keeps the others fixed.

**Carbon repulsion.** Let neighbouring carbon atoms repel with energy $\varepsilon=0.07$ eV, a rough assumed value. Random mixing over 12 neighbours gives an energy $6\varepsilon\theta^2$ per site, and hence an additional chemical potential $12\varepsilon\theta$. Keeping the mobility of Lemma 3,

$$\frac{D(\theta)}{D}=1+\theta(1-\theta)\frac{12\varepsilon}{kT}.$$

At the surface, $12\varepsilon/kT=8.12$ makes this ratio 1.36. A finite-volume solution gives a depth of 1.25 mm, 12% greater than the ideal depth. Random mixing overstates this thermodynamic effect, because $\varepsilon$ is not small compared with $kT$ and carbon atoms avoid neighbouring sites. Allowing for these correlations lowers the surface ratio to about 1.29 and the gain in depth to about 10%.

Repulsion can also change the jump rates, which this estimate leaves out. If it raises the energy of the occupied sites but not that of the saddle points, the barriers fall. The surface ratio is then roughly 1.7 and the gain in depth roughly 20%.

**Stress and expansion.** Take a linear expansion $\eta\theta$ with $\eta=0.20$, Young's modulus $E=110$ GPa and Poisson ratio $\nu=0.30$, all rough. A surface layer clamped in its plane at its carbon-free size would carry a compressive stress $\sigma=E\eta\theta_s/(1-\nu)=1.48$ GPa. Work against this stress in two directions adds $2\eta\sigma/c_s$ to $\mu$. With $\sigma\propto\theta$, this would add 0.41 to the surface ratio $D(\theta)/D$. However, the stress is far above an assumed hot flow stress of 50 MPa, so plastic flow should relax most of it. At 50 MPa the shift in $\mu$ is $0.015kT$. Expansion of the jump length alone raises $D$ at the surface by 1.9% relative to the carbon-free lattice.

**Surface transfer.** Let carbon enter at the rate $-D\partial_x\theta=\kappa(\theta_s-\theta)$ at $x=0$, with a rough value $\kappa=1.5\times10^{-5}$ cm/s. Write $u=(\theta-\theta_0)/(\theta_s-\theta_0)$ and $h=\kappa/D$. The combination $u-h^{-1}\partial_xu$ obeys the diffusion equation, starts at zero and equals one at the surface, so it is $\mathrm{erfc}(s)$. Integrating this first-order equation, with $u\to0$ at great depth, gives

$$u(x,t)=h\int_x^\infty e^{-h(y-x)}\,\mathrm{erfc}\!\left(\frac{y}{2\sqrt{Dt}}\right)dy.$$

After 8 h the surface has completed 91% of its rise, and the depth is 1.02 mm, 9% below the ideal result.

**Temperature and barrier.** A furnace 10 K hotter raises $D$ by 12%. Lowering the barrier by 0.01 eV raises it by 10%. A modest dependence of the barrier on carbon content would therefore change $D$ appreciably, whereas single-site blocking alone does not change it.

A carburized depth of about a millimetre after several hours is a realistic scale. In real austenite, however, the diffusivity rises with carbon content, by a factor of roughly two to three between the dilute limit and 1 wt% at this temperature according to published fits. This is more than either repulsion estimate gives, and the constant $D$ used above is better read as an average over the composition range than as the dilute value. The assumption of non-interacting carbon with a constant jump rate therefore fails. The thermodynamic part of the repulsion estimate changes this depth by about one tenth, but a dependence of the jump rate on carbon content can make the total change considerably larger. These estimates are not a fitted description of a steel, and they omit alloying elements and carbides. The cancellation proved above removes single-site exclusion on equivalent sites as a source of concentration dependence; it does not remove these other sources. It also does not cover a particle that blocks neighbouring sites as well: on a chain with nearest-neighbour exclusion and a constant jump rate, $D$ roughly doubles by $\theta=0.3$.

Numerical values quoted here were computed with a short program.
